# Why Carbon 2p and Copper 3d Converge Slowly in Orthogonalized Plane Waves: a program that tests the result

```python
"""Orthogonalized plane waves (OPWs): which orbitals gain from the core?

Result under test: with all plane waves |q| < K, the squared error of the best
OPW expansion of a valence orbital v is
    w(K) = min_a || Q_K (v + sum_c a_c c) ||^2,
Q_K = projector on |q| > K, c = core orbitals with the same l as v.
For a hydrogenic atom of charge Z this gives, at large K/Z,
    w(2p) / w(2s, OPW) -> (21/4) (K/Z)^2,
because 1s removes the leading Fourier tail of 2s and nothing does so for 2p.
Hartree atomic units; R(r) radial function, u = r R; hydrogenic part has Z = 1.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn

# ---------- Fourier transforms and missing norm ----------
def ft_exp(l, zeta, q):
    """Transform of R = r^l exp(-zeta r)."""
    pref = sqrt(2 / pi) * 2**(l + 1) * factorial(l + 1)
    return pref * zeta * q**l / (q * q + zeta**2)**(l + 2)

def ft_exp_r(l, zeta, q):
    """Transform of R = r^(l+1) exp(-zeta r)."""
    pref = sqrt(2 / pi) * 2**(l + 1) * factorial(l + 1)
    d = q * q + zeta**2
    return pref * q**l * (2 * (l + 2) * zeta**2 / d - 1) / d**(l + 2)

nodes, node_weights = np.polynomial.legendre.leggauss(200)
t_nodes, t_weights = (nodes + 1) / 2, node_weights / 2

def missing_norm(K, valence, helpers=()):
    """Least-squares norm left beyond K when helper functions are free."""
    q = K / t_nodes
    root = np.sqrt(t_weights * K / t_nodes**2) * q
    target = root * valence(q)
    if helpers:
        A = np.array([root * h(q) for h in helpers]).T
        A = A / np.linalg.norm(A, axis=0)
        target = target - A @ np.linalg.lstsq(A, target, rcond=None)[0]
    return float(target @ target)

f1s = lambda q: 2 * ft_exp(0, 1.0, q)
f2s = lambda q: (ft_exp(0, .5, q) - .5 * ft_exp_r(0, .5, q)) / sqrt(2)
f2p = lambda q: ft_exp(1, .5, q) / (2 * sqrt(6))
f3p = lambda q: 8 / (27 * sqrt(6)) * (ft_exp(1, 1/3, q) - ft_exp_r(1, 1/3, q) / 6)
f3d = lambda q: 4 / (81 * sqrt(30)) * ft_exp(2, 1/3, q)
compact_p = lambda q: ft_exp(1, 1.0, q)      # r exp(-r), not an eigenstate

radial = [
    (0, f1s, lambda r: 2 * np.exp(-r)),
    (0, f2s, lambda r: (1 - r / 2) * np.exp(-r / 2) / sqrt(2)),
    (1, f2p, lambda r: r * np.exp(-r / 2) / (2 * sqrt(6))),
    (1, f3p, lambda r: 8 / (27 * sqrt(6)) * r * (1 - r / 6) * np.exp(-r / 3)),
    (2, f3d, lambda r: 4 / (81 * sqrt(30)) * r**2 * np.exp(-r / 3))]
for l, transform, R in radial:
    for q in (0.4, 1.3):
        direct = sqrt(2 / pi) * quad(
            lambda r: R(r) * spherical_jn(l, q * r) * r * r, 0, 100, limit=400)[0]
        assert abs(direct - transform(q)) < 1e-7

print("Hydrogenic atom, Z = 1; K in 1/bohr, w = missing norm (no unit)")
for K in (1.0, 2.0, 4.0):
    bare = missing_norm(K, f2s)
    opw = missing_norm(K, f2s, [f1s])
    p = missing_norm(K, f2p)
    p_help = missing_norm(K, f2p, [compact_p])
    print(f"K={K:.0f}: w 2s bare {bare:.3e}, 2s OPW {opw:.3e}, "
          f"2p {p:.3e}, 2p + compact p {p_help:.3e}")
    assert opw < p and opw < bare
    if K >= 2:
        assert p_help < 0.1 * p

print("Power n in w ~ K^-n, from K = 20 and 40 1/bohr")
cases = [("2s bare", f2s, [], 5), ("2s OPW", f2s, [f1s], 9),
         ("2p, no p core", f2p, [], 7), ("3p with 2p core", f3p, [f2p], 11),
         ("3d, no d core", f3d, [], 9)]
for name, valence, core, expected in cases:
    power = np.log2(missing_norm(20., valence, core) / missing_norm(40., valence, core))
    print(f"  {name}: n = {power:.3f}")
    assert abs(power - expected) < 0.15
K = 40.0
limits = [(f2s, [], 4 / (5 * pi) / K**5), (f2p, [], 4 / (21 * pi) / K**7),
          (f2s, [f1s], 16 / (441 * pi) / K**9)]
for valence, core, law in limits:
    assert abs(missing_norm(K, valence, core) / law - 1) < 0.02
ratio = missing_norm(K, f2p) / missing_norm(K, f2s, [f1s])
print(f"w(2p)/w(2s OPW)/K^2 at K=40: {ratio / K**2:.4f}; limit 21/4 = {21 / 4:.4f}")
assert abs(ratio / K**2 / (21 / 4) - 1) < 0.02

# ---------- explicit OPWs in a sphere: expansion error and energies ----------
box = 40.0
x, wx = np.polynomial.legendre.leggauss(600)
rb, wb = box * (x + 1) / 2, box * wx / 2
core_u, core_du = 2 * rb * np.exp(-rb), 2 * (1 - rb) * np.exp(-rb)
exact_u = {0: rb * (1 - rb / 2) * np.exp(-rb / 2) / sqrt(2),
           1: rb**2 * np.exp(-rb / 2) / (2 * sqrt(6))}

def sphere_waves(l, K):
    count = int(K * box / pi) + 3
    if l == 0:
        k = np.arange(1, count + 1) * pi / box
    else:
        g = lambda z: np.sin(z) - z * np.cos(z)
        k = np.array([brentq(g, n * pi, (n + .5) * pi)
                      for n in range(1, count + 1)]) / box
    kept = int(np.sum(k <= K))
    edge = (k[kept - 1] + k[kept]) / 2
    z = np.outer(rb, k[:kept])
    u = rb[:, None] * spherical_jn(l, z)
    du = spherical_jn(l, z) + z * spherical_jn(l, z, derivative=True)
    norm = np.sqrt(wb @ u**2)
    return u / norm, du / norm, edge

def orthogonalize(u, du):
    overlap = (wb * core_u) @ u
    return u - np.outer(core_u, overlap), du - np.outer(core_du, overlap)

def levels(u, du, l):
    potential = l * (l + 1) / (2 * rb**2) - 1 / rb
    H = .5 * du.T @ (wb[:, None] * du) + u.T @ ((wb * potential)[:, None] * u)
    return eigh(H, u.T @ (wb[:, None] * u), eigvals_only=True)

print("Energy error above the exact n=2 level -0.125 hartree, in hartree")
for K in (2.0, 4.0):
    us, dus, edge_s = sphere_waves(0, K)
    up, dup, edge_p = sphere_waves(1, K)
    uo, duo = orthogonalize(us, dus)
    err_bare = levels(us, dus, 0)[1] + 1 / 8
    err_opw = levels(uo, duo, 0)[0] + 1 / 8
    err_p = levels(up, dup, 1)[0] + 1 / 8
    print(f"K={K:.0f}: 2s bare {err_bare:.3e}, 2s OPW {err_opw:.3e}, 2p {err_p:.3e}")
    assert 0 < err_opw < err_p < err_bare
    if K == 2.0:
        for l, u, edge, valence, core in ((0, uo, edge_s, f2s, [f1s]),
                                          (1, up, edge_p, f2p, [])):
            A, b = np.sqrt(wb)[:, None] * u, np.sqrt(wb) * exact_u[l]
            rest = b - A @ np.linalg.lstsq(A, b, rcond=None)[0]
            # tolerance: discrete box momenta replace a continuous integral
            assert abs(rest @ rest / missing_norm(edge, valence, core) - 1) < 0.03

# ---------- self-consistent atoms, Dirac exchange, no correlation ----------
def solve_atom(Z, occupations):
    """occupations[l] lists electrons in successive shells of that l."""
    grid_x = np.linspace(np.log(1e-5 / Z), np.log(60.), 2000)
    r = np.exp(grid_x)
    w = r * (grid_x[1] - grid_x[0])
    zetas = np.geomspace(0.4, 2. * Z, 14)
    bases = {}
    for l in occupations:
        u = r[:, None]**(l + 1) * np.exp(-np.outer(r, zetas))
        du = ((l + 1) / r[:, None] - zetas) * u
        scale = np.sqrt(w @ u**2)
        _, s, vt = np.linalg.svd(np.sqrt(w)[:, None] * u / scale, full_matrices=False)
        keep = s > 1e-6 * s[0]
        C = (vt[keep].T / s[keep]) / scale[:, None]
        u, du = u @ C, du @ C
        T = .5 * (du.T @ (w[:, None] * du)
                  + l * (l + 1) * u.T @ ((w / r**2)[:, None] * u))
        bases[l] = (C, u, T)
    V = -(1 + (Z - 1) * np.exp(-r * Z**(1 / 3))) / r
    old = None
    for _ in range(400):
        shell_density, kinetic, energies, orbitals = np.zeros_like(r), 0., [], {}
        for l, occ in occupations.items():
            C, u, T = bases[l]
            e, c = eigh(T + u.T @ ((w * V)[:, None] * u))
            for i, number in enumerate(occ):
                ui = u @ c[:, i]
                shell_density += number * ui**2
                kinetic += number * (c[:, i] @ T @ c[:, i])
                energies.append(e[i])
                orbitals[(i + l + 1, l)] = (e[i], ui, C @ c[:, i])
        inside = cumulative_trapezoid(shell_density * r, grid_x, initial=0)
        outer = cumulative_trapezoid(shell_density, grid_x, initial=0)
        hartree = inside / r + outer[-1] - outer
        density = shell_density / (4 * pi * r**2)
        new_V = -Z / r + hartree - (3 * density / pi)**(1 / 3)
        energies = np.array(energies)
        change = np.inf if old is None else np.max(np.abs(energies - old))
        residual = np.sqrt(w @ (shell_density * (new_V - V)**2))
        if change < 1e-7 and residual < 1e-5:
            break
        old = energies
        V = V + 0.3 * (new_V - V)
    else:
        raise AssertionError("self-consistency not reached")
    potential = w @ (shell_density * (-Z / r + hartree / 2
                     - .75 * (3 * density / pi)**(1 / 3)))
    return r, w, zetas, orbitals, -potential / kinetic

# inside uses r*(shell density) because dr = r dx; outer has dr/r = dx
atoms = {
    "C": (6, {0: [2, 2], 1: [2]}, [(2, 0), (2, 1)], {0: [1], 1: []}),
    "Si": (14, {0: [2, 2, 2], 1: [6, 2]}, [(3, 0), (3, 1)], {0: [1, 2], 1: [2]}),
    "Cu": (29, {0: [2, 2, 2, 1], 1: [6, 6], 2: [10]},
           [(3, 0), (3, 1), (3, 2), (4, 0)], {0: [1, 2], 1: [2], 2: []})}
target = 1e-3
cutoff = {}
print(f"Atoms: K (1/bohr) at which w = {target}; mean radius <r> in bohr")
for symbol, (Z, occ, valences, core_shells) in atoms.items():
    r, w, zetas, orbitals, virial = solve_atom(Z, occ)
    print(f"{symbol}: virial ratio -V/T = {virial:.6f}")
    assert abs(virial - 2) < 1e-3
    def transform_of(n, l):
        coefficients = orbitals[(n, l)][2]
        return lambda q: sum(c * ft_exp(l, z, q) for c, z in zip(coefficients, zetas))
    for n, l in valences:
        energy, u, _ = orbitals[(n, l)]
        valence = transform_of(n, l)
        direct = sqrt(2 / pi) * (w @ (u * r * spherical_jn(l, 3 * r)))
        assert abs(direct - valence(3.0)) < 1e-5
        shells = list(core_shells[l])
        if (symbol, n, l) == ("Cu", 4, 0):
            shells.append(3)                 # 3s is core for the 4s state
        cores = [transform_of(m, l) for m in shells]
        K_bare = brentq(lambda K: missing_norm(K, valence) - target, .2, 80)
        K_opw = brentq(lambda K: missing_norm(K, valence, cores) - target, .2, 80)
        cutoff[symbol, n, l] = (K_bare, K_opw)
        print(f"  {n}{'spd'[l]}: e = {energy:.4f} hartree, <r> = {w @ (r * u**2):.3f}, "
              f"K bare {K_bare:.3f}, K OPW {K_opw:.3f}")
        if cores:
            assert K_opw < K_bare

k2s, k2p = cutoff["C", 2, 0][1], cutoff["C", 2, 1][1]
k4s, k3d = cutoff["Cu", 4, 0][1], cutoff["Cu", 3, 2][1]
assert k2p > k2s and k3d > k4s
print(f"Cutoff energy K^2/2: C 2s {k2s**2 / 2:.2f}, C 2p {k2p**2 / 2:.2f}, "
      f"Cu 4s {k4s**2 / 2:.2f}, Cu 3d {k3d**2 / 2:.2f} hartree")
print(f"Plane-wave count ratio (K ratio cubed): C 2p/2s {(k2p / k2s)**3:.2f}, "
      f"Cu 3d/4s {(k3d / k4s)**3:.1f}")
print("every check passed")
```

Output:

```
Hydrogenic atom, Z = 1; K in 1/bohr, w = missing norm (no unit)
K=1: w 2s bare 7.024e-02, 2s OPW 5.318e-04, 2p 2.156e-02, 2p + compact p 1.452e-03
K=2: w 2s bare 5.622e-03, 2s OPW 1.002e-05, 2p 3.571e-04, 2p + compact p 2.755e-06
K=4: w 2s bare 2.276e-04, 2s OPW 3.580e-08, 2p 3.442e-06, 2p + compact p 2.001e-09
Power n in w ~ K^-n, from K = 20 and 40 1/bohr
  2s bare: n = 4.996
  2s OPW: n = 8.991
  2p, no p core: n = 6.997
  3p with 2p core: n = 10.995
  3d, no d core: n = 8.998
w(2p)/w(2s OPW)/K^2 at K=40: 5.2572; limit 21/4 = 5.2500
Energy error above the exact n=2 level -0.125 hartree, in hartree
K=2: 2s bare 1.058e-02, 2s OPW 4.564e-05, 2p 8.139e-04
K=4: 2s bare 2.310e-03, 2s OPW 7.104e-07, 2p 3.352e-05
Atoms: K (1/bohr) at which w = 0.001; mean radius <r> in bohr
C: virial ratio -V/T = 1.999965
  2s: e = -0.4574 hartree, <r> = 1.594, K bare 13.665, K OPW 2.651
  2p: e = -0.1579 hartree, <r> = 1.841, K bare 6.702, K OPW 6.702
Si: virial ratio -V/T = 1.999973
  3s: e = -0.3591 hartree, <r> = 2.178, K bare 19.201, K OPW 1.837
  3p: e = -0.1178 hartree, <r> = 2.877, K bare 11.114, K OPW 2.604
Cu: virial ratio -V/T = 1.999979
  3s: e = -4.0109 hartree, <r> = 0.724, K bare 51.071, K OPW 5.756
  3p: e = -2.5626 hartree, <r> = 0.755, K bare 32.267, K OPW 8.888
  3d: e = -0.1577 hartree, <r> = 1.049, K bare 17.084, K OPW 17.084
  4s: e = -0.1385 hartree, <r> = 3.040, K bare 11.965, K OPW 1.356
Cutoff energy K^2/2: C 2s 3.51, C 2p 22.46, Cu 4s 0.92, Cu 3d 145.93 hartree
Plane-wave count ratio (K ratio cubed): C 2p/2s 16.16, Cu 3d/4s 1999.4
every check passed
```
